# Symmetrising density and magnetisation under a magnetic point group

## Definitions and conventions

The occupied two-component spinors \(\psi_a(\mathbf r)\) define the density and the spin field

\[
n=\sum_a\psi_a^\dagger\psi_a,\qquad \mathbf m=\sum_a\psi_a^\dagger\boldsymbol\sigma\psi_a .
\]

Both are in bohr\(^{-3}\). The spin magnetisation is \(-\mu_B\mathbf m\) for \(g=2\). This constant factor does not affect the symmetry, so \(\mathbf m\) is called the magnetisation below.

An element \(g=(R,s)\) of the magnetic point group \(G\) consists of an orthogonal Cartesian matrix \(R\) and a sign \(s\). The sign is \(+1\) for a unitary operation and \(-1\) if the operation includes time reversal. I write \(d=\det R=\pm1\) and \(Q=dR\). Since \(\det Q=d^3d=1\), \(Q\) is a proper rotation. Spin and space are transformed together, as spin–orbit coupling requires. Without that coupling, separate spin rotations may be additional symmetries, which are not used here.

The rules to be implemented are

\[
(gn)(\mathbf r)=n(R^{-1}\mathbf r),\qquad
(g\mathbf m)(\mathbf r)=s\,d\,R\,\mathbf m(R^{-1}\mathbf r), \tag{1}
\]

and the symmetrised fields are the group averages

\[
\mathcal P n=\frac1{|G|}\sum_g gn,\qquad
\mathcal P\mathbf m=\frac1{|G|}\sum_g g\mathbf m. \tag{2}
\]

The factor \(d\) makes \(\mathbf m\) axial and the factor \(s\) makes it time-odd. The polar rule examined below omits \(d\) but keeps \(s\).

## Why the magnetisation is axial and time-odd

Inversion moves the argument of a spinor but does not rotate its spin. A spatial operation therefore gives \(\psi'(\mathbf r)=D(Q)\psi(R^{-1}\mathbf r)\), where the unitary spin matrix obeys

\[
D^\dagger(Q)\,\sigma_i\,D(Q)=\sum_jQ_{ij}\sigma_j .
\]

For a rotation by \(\theta\) about \(z\), \(D=e^{-i\theta\sigma_z/2}\). Because \(\sigma_x\) anticommutes with \(\sigma_z\),

\[
D^\dagger\sigma_xD=\sigma_xe^{-i\theta\sigma_z}
=\cos\theta\,\sigma_x-i\sin\theta\,\sigma_x\sigma_z
=\cos\theta\,\sigma_x-\sin\theta\,\sigma_y ,
\]

where \(\sigma_x\sigma_z=-i\sigma_y\) was used. This is the first row of the rotation matrix, which fixes the sense of rotation. Inserting \(\psi'\) in the definitions gives

\[
n'(\mathbf r)=n(R^{-1}\mathbf r),\qquad
m_i'(\mathbf r)=\sum_jQ_{ij}m_j(R^{-1}\mathbf r).
\]

Time reversal gives \(\psi'=-i\sigma_y\psi^*\). Since \((-i\sigma_y)^\dagger=i\sigma_y\) and \(\sigma_y\sigma_i\sigma_y=-\sigma_i^*\),

\[
\psi'^\dagger\sigma_i\psi'
=\psi^T\sigma_y\sigma_i\sigma_y\psi^*
=-\psi^T\sigma_i^*\psi^*
=-(\psi^\dagger\sigma_i\psi)^*
=-\psi^\dagger\sigma_i\psi .
\]

The last step holds because the expectation value is real. With the unit matrix in place of \(\sigma_i\), the same calculation leaves \(n\) unchanged. This proves (1).

The group must be that of the full one-electron Hamiltonian \(H\), including its exchange field. If \(gHg^{-1}=H\) and the occupied levels are separated from the empty ones by a gap, \(g\) maps the occupied space onto itself. Then \(gn=n\) and \(g\mathbf m=\mathbf m\). A partly filled degenerate level need not have this property unless its members are equally occupied.

## The average is an orthogonal projector

Applying two operations in succession gives

\[
(g_1g_2\mathbf m)(\mathbf r)
=s_1s_2Q_1Q_2\,\mathbf m(R_2^{-1}R_1^{-1}\mathbf r),
\]

which is the action of the product element. For fixed \(h\), the products \(hg\) run once through \(G\) as \(g\) does, and so do the products \(gh\). Hence \(h\mathcal P=\mathcal P h=\mathcal P\), and averaging over \(h\) gives \(\mathcal P^2=\mathcal P\).

With \(\langle\mathbf a,\mathbf b\rangle=\int\mathbf a\cdot\mathbf b\,d^3r\), the substitution \(\mathbf r=R\mathbf r'\) gives

\[
\langle\mathbf a,g\mathbf b\rangle
=\int \big[sQ^T\mathbf a(R\mathbf r')\big]\cdot\mathbf b(\mathbf r')\,d^3r'
=\langle g^{-1}\mathbf a,\mathbf b\rangle .
\]

Summing over the group shows that \(\mathcal P\) is self-adjoint. For any symmetric field \(\mathbf f\), the difference \(\mathbf m-\mathcal P\mathbf m\) is therefore orthogonal to \(\mathcal P\mathbf m-\mathbf f\), and

\[
\|\mathbf m-\mathbf f\|^2=\|\mathbf m-\mathcal P\mathbf m\|^2+\|\mathcal P\mathbf m-\mathbf f\|^2 .
\]

So \(\mathcal P\mathbf m\) is the nearest symmetric field in the \(L^2\) norm. The electron number is preserved, because \(\int gn=\int n\). The net moment \(\mathbf M=\int\mathbf m\,d^3r\) becomes \(|G|^{-1}\sum_g sQ\,\mathbf M\), its projection on the directions that \(G\) allows.

## Algorithm and cost

The grid must be mapped onto itself by every \(R\), with equal integration weights within an orbit. Let `src(g,i)` be the index of the point \(R_g^{-1}\mathbf r_i\).

```
setup:
  for each point i:
    a = minimum of src(g,i) over g in G
    choose one g with src(g,i) = a
    link[i] = (a, g)
  reps = all i with link[i].a = i

symmetrise(n, m):
  for each a in reps:
    navg[a] = sum_g n[src(g,a)] / |G|
    mavg[a] = sum_g s_g det(R_g) R_g m[src(g,a)] / |G|
  for each point i:
    (a, g) = link[i]
    n_out[i] = navg[a]
    m_out[i] = s_g det(R_g) R_g mavg[a]
```

The choice of \(g\) in `link` does not matter. If \(g\) and \(h\) both carry \(\mathbf r_a\) to \(\mathbf r_i\), then \(k=g^{-1}h\) leaves \(\mathbf r_a\) fixed. The averaged field obeys \(k\bar{\mathbf m}=\bar{\mathbf m}\), which at that point reads \(s_kQ_k\bar{\mathbf m}(\mathbf r_a)=\bar{\mathbf m}(\mathbf r_a)\). Both choices then give the same vector. This also shows why the average must run over all of \(G\): it imposes the site symmetry of special points before the scatter.

The direct average takes \(|G|N\) matrix–vector products for \(N\) points. The orbit form takes \(|G|N_{\rm rep}+N\), which is near \(2N\) when most orbits have \(|G|\) members. In the example below, \(N=29791\), \(N_{\rm rep}=2176\) and \(|G|=16\). The counts are \(16\times29791=476656\) and \(16\times2176+29791=64607\), a reduction by a factor of 7.4.

If the index map uses lattice coordinates, with lattice vectors as the columns of \(A\), the operation there is \(W=A^{-1}RA\). Its determinant equals \(\det R\), but Cartesian components of \(\mathbf m\) must still be multiplied by \(R\), not by \(W\).

## The error of the polar rule

The polar rule replaces \(sdR\) by \(sR\). Since \(d^2=1\), \(sR=d\,(sdR)\), so each term of the correct average acquires a factor \(d(g)\):

\[
\mathcal P_{\rm pol}=\frac1{|G|}\sum_g d(g)\,g. \tag{3}
\]

If \(\mathbf m\) is already symmetric, \(g\mathbf m=\mathbf m\) in every term, and

\[
\mathcal P_{\rm pol}\mathbf m=\langle d\rangle\,\mathbf m,\qquad
\langle d\rangle=\frac1{|G|}\sum_g d(g).
\]

If all operations are proper, \(\langle d\rangle=1\) and the mistake has no effect. If \(G\) contains an improper operation \(h\), multiplication by \(h\) pairs each proper element with an improper one. Half the elements are then improper, \(\langle d\rangle=0\), and the correct magnetisation is annihilated.

For an unsymmetric input in this second case, \(\mathcal P g=\mathcal P\) gives \(\mathcal P\mathcal P_{\rm pol}=\langle d\rangle\mathcal P=0\). The wrong result is orthogonal to the right one, so

\[
\|\mathcal P_{\rm pol}\mathbf m-\mathcal P\mathbf m\|^2
=\|\mathcal P_{\rm pol}\mathbf m\|^2+\|\mathcal P\mathbf m\|^2. \tag{4}
\]

The error is at least as large as the correct field. What survives is the part of the input that changes sign under improper operations when the correct law (1) is applied.

The same argument covers the other sign mistakes. On a symmetric field, omitting \(s\) gives the factor \(\langle s\rangle\), and omitting both signs gives \(\langle sd\rangle\). In \(4m'm'\) the rotations are unitary and the mirrors include time reversal, so \(s=d\) for every element and \(\langle sd\rangle=1\). The double mistake is invisible there, although the polar mistake alone gives zero. A code should therefore also be checked on a group with a unitary improper operation.

A mirror plane gives a local check. For a unitary mirror at \(z=0\), \(R=\mathrm{diag}(1,1,-1)\) and \(Q=\mathrm{diag}(-1,-1,1)\). On the plane, the correct rule requires \(\mathbf m=Q\mathbf m\), so \(\mathbf m\) is normal to it. The polar rule requires \(\mathbf m=R\mathbf m\), which puts \(\mathbf m\) in the plane. If the mirror includes time reversal, both matrices change sign and the two directions are exchanged.

## Inputs that are not symmetric

One source of such inputs is a sum over an irreducible set of wave vectors in a crystal. Law (1) applies there as written only if every operation leaves a common origin fixed. An operation with a translation \(\mathbf t\) (a screw, a glide, or a translation combined with time reversal in an antiferromagnet) needs the argument \(R^{-1}(\mathbf r-\mathbf t)\), in `src` as well, and the average runs over the space-group operations modulo the translations of the magnetic cell. Dropping \(\mathbf t\) damages a correct field. For a translation combined with time reversal it leaves \(R=1\), \(s=-1\), and the average is zero. Let \(\mathbf m_k\) be the contribution of one wave vector, with \(\mathbf m_{gk}=g\mathbf m_k\). As \(g\) runs through \(G\), each member of the star of \(k\) occurs equally often, so

\[
\sum_{k'\in{\rm star}(k)}\mathbf m_{k'}=N_{\rm star}\,\mathcal P\mathbf m_k .
\]

Here symmetrisation is part of the Brillouin-zone sum. The polar rule replaces the sum by \(N_{\rm star}\mathcal P_{\rm pol}\mathbf m_k\). If \(G\) has improper operations, this field is orthogonal to the correct one, yet it may be non-zero and look like a regular pattern.

Another source is a small symmetry-breaking term, \(H_\epsilon=H_0+\epsilon W\). With a gap, \(\mathbf m_\epsilon=\mathbf m_0+\epsilon\mathbf m^{(1)}[W]+O(\epsilon^2)\), where \(\mathbf m^{(1)}\) is linear in \(W\). Since \(gH_\epsilon g^{-1}=H_0+\epsilon gWg^{-1}\) has the transformed spinors as its solutions, \(g\mathbf m^{(1)}[W]=\mathbf m^{(1)}[gWg^{-1}]\). Averaging gives

\[
\mathcal P\mathbf m_\epsilon=\mathbf m_0+\epsilon\mathbf m^{(1)}[\overline W]+O(\epsilon^2),\qquad
\overline W=\frac1{|G|}\sum_g gWg^{-1}.
\]

If \(\overline W=0\), symmetrisation removes the first-order error, but a second-order one generally remains. When \(G\) has improper operations, the polar rule leaves \(\epsilon\mathbf m^{(1)}[W_d]+O(\epsilon^2)\), where \(W_d\) is the same average weighted by \(d(g)\).

## Worked example

The model, in Hartree atomic units, has three electrons in the lowest spinors of

\[
H_0=\frac{p^2}{2}+\frac{x^2+y^2+kz^2}{2}+\alpha x^2y^2
+\lambda\,\boldsymbol\sigma\cdot(\mathbf u\times\mathbf p)-b\sigma_z,
\]

with \(\mathbf u=(x,y,kz)\), the gradient of the harmonic part. The round parameters are \(k=2\), \(\alpha=0.2\), \(\lambda=0.2\) and \(b=0.3\). The potential is fixed, so this is a single Kohn–Sham-like step without self-consistency. Each axis has eight oscillator functions. The operations of the group permute their products, up to signs, so a finite basis does not break the symmetry. Going from six to eight functions changes the net moment by \(5\times10^{-5}\). Larger bases move it by a further \(2\times10^{-6}\), and move the field norms and point values quoted below by up to \(3\times10^{-5}\). This can change their last digit: the clean point value 0.0766 becomes 0.0767, and the norm 0.19958 becomes 0.19960.

The spatial frame has the 16 operations of \(4/mmm\). The exchange term is invariant when \(sQ_{zz}=1\), which fixes one \(s\) for each \(R\). The result is \(4/mm'm'\), with four operations in each of the classes unitary proper, unitary improper, antiunitary proper and antiunitary improper. Therefore \(\langle d\rangle=\langle s\rangle=\langle sd\rangle=0\). A search over 96 candidate operations on the Hamiltonian matrix also found 16.

The clean field has \(M_z=0.8127\). Its in-plane part has norm 0.0926 against 0.1996 bohr\(^{-3/2}\) for the whole field, so it is strongly noncollinear. The correct rule returns \(M_z=0.8127\), and each of the three wrong rules returns zero.

The contaminated input adds \(\epsilon(\boldsymbol\sigma\cdot\mathbf p+x)\) with \(\epsilon=0.02\). Spin is axial and momentum polar, while both are time-odd, so \(g(\boldsymbol\sigma\cdot\mathbf p)g^{-1}=d\,\boldsymbol\sigma\cdot\mathbf p\). Its average vanishes, but its \(d\)-weighted average is \(\boldsymbol\sigma\cdot\mathbf p\) itself. The term \(x\) vanishes in both averages, because the four rotations about \(z\), all with \(d=1\), already cancel it.

Relative to the norm of the clean field, the errors are:

- input: 5.4%;
- after the axial rule: 0.19%;
- after the polar rule: 100.1%.

The last value follows from orthogonality. The polar result has norm 0.009358 bohr\(^{-3/2}\), and \(0.009358/0.19958=0.0469\), so the relative error is \(\sqrt{1+0.0469^2}=1.0011\). Almost all of it is the loss of the true magnetisation.

Halving \(\epsilon\) gives the exponent 2.00 for the axial error and 1.00 for the polar residue. The next corrections are two orders higher. Inversion \(I\) is unitary here and reverses \(W\), so \(\mathbf m_{-\epsilon}=I\mathbf m_\epsilon\). Since \(\mathcal PI=\mathcal P\) and \(\mathcal P_{\rm pol}I=-\mathcal P_{\rm pol}\), the first result is even in \(\epsilon\) and the second is odd.

The form of the residue is shown by the toroidal moment \(\mathbf t=\frac12\int\mathbf r\times\mathbf m\,d^3r\). From \((R\mathbf a)\times(R\mathbf b)=dR(\mathbf a\times\mathbf b)\), law (1) gives

\[
\mathbf t[g\mathbf m]=\tfrac12\,s\,d\int(R\mathbf r')\times(R\mathbf m(\mathbf r'))\,d^3r'
=s\,d^2R\,\mathbf t=sR\,\mathbf t .
\]

Thus \(\mathbf t\) is polar and time-odd. In this group \(sR_{zz}\) averages to zero, whereas \(sdR_{zz}=sQ_{zz}=1\) for every element. The axial rule must remove \(t_z\) and the polar rule must keep all of it. The input value, \(-0.0320\) bohr, indeed becomes zero and \(-0.0320\) bohr respectively. The net moment behaves in the opposite way: the axial rule keeps the input \(M_z=0.8120\), and the polar rule gives zero. The axial rule does not recover the clean 0.8127, because the difference is a symmetric second-order change.

At \(\mathbf r=(0.8,0.4,0)\) bohr, on the unitary mirror plane, the fields in bohr\(^{-3}\) are:

- clean: \((0,0,0.0766)\);
- input: \((0.0014,-0.0030,0.0773)\);
- axial result: \((0,0,0.0766)\);
- polar result: \((0.0015,-0.0030,0)\).

The correct rule removes the in-plane contamination, while the polar rule removes the magnetisation and keeps a circulating remnant. The density needs no sign: its dipole integral \(\int xn\,d^3r\) goes from \(-0.054\) bohr to zero. The remaining values are in the numerical output.

## Stability and failure modes

An orthogonal projector cannot increase the \(L^2\) norm of an error, so repeated symmetrisation does not amplify noise. If points in one orbit carry different weights, the average is still idempotent but no longer orthogonal in the weighted norm, so one application can increase that norm while further ones change nothing. If the grid is not mapped onto itself and values are interpolated, neither the norm bound nor idempotence is guaranteed.

A group containing operations that are not symmetries of \(H\) can remove real magnetisation. Taking the spatial frame with \(s=+1\) throughout does this in the example and gives \(M_z=0\). A proper subgroup of the correct group does not harm a correct field, but it can leave more contamination. Imposing a group also excludes every solution that lacks one of its symmetries, so a symmetrised calculation cannot show by itself that its solution is stable against symmetry breaking.

In a self-consistent calculation, the polar error can remove the exchange–correlation magnetic field. Time reversal changes the sign of \(\mathbf m\) but leaves the kinetic and Coulomb energies unchanged, so \(E_{xc}[n,-\mathbf m]=E_{xc}[n,\mathbf m]\). If the functional is differentiable at \(\mathbf m=0\), its derivative with respect to \(\mathbf m\) vanishes there. A symmetric magnetic starting field sent to zero then produces no exchange–correlation field in the next step. Without an external magnetic field, the run may then settle on a nonmagnetic solution with no visible fault.

A direct diagnostic takes a magnetisation computed without symmetrisation, from a full sum over states, and evaluates \(\|g\mathbf m-\mathbf m\|/\|\mathbf m\|\) for each operation. With the correct law and group it is zero up to numerical error. If \(d\) is missing, improper operations give \(\|-\mathbf m-\mathbf m\|/\|\mathbf m\|=2\). If \(s\) is missing, antiunitary operations give 2, and if both are missing, those with \(sd=-1\) do. If the group contains all four classes of operation, as in the example, the pattern of twos identifies the missing sign. The group average alone cannot do this when several wrong rules all return zero. In \(4m'm'\), where \(s=d\), omitting \(d\) and omitting \(s\) give the same pattern.

## Table of computed values

```
Hartree atomic units; m in bohr^-3; moments of m_z dimensionless
k = 2.0, alpha = 0.2, lambda = 0.2, b = 0.3, eps = 0.02
electrons: 3; oscillator functions per axis: 8
grid: 31^3 = 29791 points, spacing 0.40 bohr
candidate operations: 96; group order: 16
unitary proper, improper: 4, 4
antiunitary proper, improper: 4, 4
largest deviation from axial law, random spinor: 1.1e-14 bohr^-3
relative error of polar law, one improper op: 2.0000
lowest four levels (hartree): 1.44867, 2.04651, 2.19674, 2.48346
change of net moment, 6 to 8 functions per axis: 4.7e-05
CLEAN FIELD
integral of m_z: 0.81266
L2 norm of m: 0.19958 bohr^-3/2
L2 norm of in-plane part of m: 0.09255 bohr^-3/2
integral of m_z after axial, time-odd rule: 0.81266
integral of m_z after axial, time-even rule: 0.00000
integral of m_z after polar, time-odd rule: 0.00000
integral of m_z after polar, time-even rule: 0.00000
4m'm' subgroup, polar time-even rule: 0.81266
CONTAMINATED FIELD
input: integral of m = (0.000000, -0.000404, 0.812027)
input: toroidal moment z = -0.031985 bohr
input: |field - clean| / |clean| = 0.053780
axial: integral of m = (-0.000000, 0.000000, 0.812027)
axial: toroidal moment z = -0.000000 bohr
axial: |field - clean| / |clean| = 0.001893
polar: integral of m = (-0.000000, 0.000000, 0.000000)
polar: toroidal moment z = -0.031985 bohr
polar: |field - clean| / |clean| = 1.001099
L2 norm of polar result: 0.009358 bohr^-3/2
exponents in eps: input error 1.000, axial error 2.001
exponents in eps: polar residue 0.999, density 2.000
integral of x n, input: -0.054355 bohr
integral of x n, symmetrised: 0.000000 bohr
m at r = (0.8, 0.4, 0.8) bohr, in bohr^-3:
  clean: (-0.029050, -0.014361, 0.025415)
  input: (-0.028171, -0.015413, 0.026103)
  axial: (-0.028958, -0.014315, 0.025409)
  polar: (0.000811, -0.001628, 0.000017)
m at r = (0.8, 0.4, 0.0) bohr, in bohr^-3:
  clean: (0.000000, -0.000000, 0.076645)
  input: (0.001440, -0.003036, 0.077270)
  axial: (0.000000, 0.000000, 0.076574)
  polar: (0.001511, -0.003008, 0.000000)
orbit representatives: 2176 of 29791 points
```
